# Configuration-Average Energies as Reference Data for Energy-Consistent Potentials

## 1. Two electrons in two s shells

Put one electron in an s orbital $a$ and one in another s orbital $b$, orthogonal to it. Each spin can point up or down, so there are four Slater determinants. The Hamiltonian is non-relativistic and spin-free,

$$H=\sum_i h(i)+\sum_{i<j}\frac1{r_{ij}},\qquad h=-\tfrac12\nabla^2-\frac Zr ,$$

in Hartree atomic units. Write $J$ for the Coulomb integral and $K$ for the exchange integral of the pair. Exchange needs equal spins, so the repulsion energy is $J-K$ for $\uparrow\uparrow$ and $\downarrow\downarrow$, and $J$ for the two others. The mean is

$$\tfrac14\,[2(J-K)+2J]=J-\tfrac12K .$$

Now diagonalize instead. The triplet has energy $J-K$ and three components, the singlet has $J+K$ and one:

$$\tfrac14\,[3(J-K)+(J+K)]=J-\tfrac12K .$$

The agreement comes from the trace. The mean diagonal element of a matrix is its trace divided by its dimension, and so is the mean eigenvalue.

This is why the average suits the fitting of an effective core potential. It assigns one number to a configuration, without a choice of term and without any coupling of angular momenta.

## 2. Any configuration: counting pairs

Let shell $a$ have quantum numbers $n_al_a$, capacity $N_a=4l_a+2$ and $q_a$ electrons. All $N_a$ spin-orbitals of a shell share one radial function $P_a(r)=rR_a(r)$, taken real. Different shells of equal $l$ are orthogonal. Define

$$E_{\rm av}=\frac1M\sum_{D}\langle D|H|D\rangle ,$$

where $D$ runs over all $M$ determinants of the configuration. By the trace argument, $E_{\rm av}$ is also the mean of the term energies, weighted by $(2S+1)(2L+1)$, when $H$ is diagonalized inside the configuration with these common orbitals.

The energy of a determinant is a sum over its occupied spin-orbitals and pairs:

$$\langle D|H|D\rangle=\sum_{i\in D}h_{ii}+\sum_{i<j\in D}\left(J_{ij}-\delta_{\sigma_i\sigma_j}K_{ij}\right).$$

To average it, I need to know how often each item occurs. A given spin-orbital of a shell is occupied in a fraction

$$\binom{N-1}{q-1}\Big/\binom Nq=\frac qN$$

of the determinants. Two given spin-orbitals of the same shell are both occupied in a fraction

$$\binom{N-2}{q-2}\Big/\binom Nq=\frac{q(q-1)}{N(N-1)} .$$

For different shells the choices are independent, and the fraction is $q_aq_b/(N_aN_b)$.

The one-electron energy is the same for every member of a shell,

$$I_a=\int_0^\infty\left[\frac12\left(\frac{dP_a}{dr}\right)^2+\left(\frac{l_a(l_a+1)}{2r^2}-\frac Zr\right)P_a^2\right]dr ,$$

so the shell contributes $(q_a/N_a)N_aI_a=q_aI_a$. A shell has $N(N-1)/2$ distinct pairs, and two shells have $N_aN_b$. Hence

$$E_{\rm av}=\sum_aq_aI_a+\sum_a\frac{q_a(q_a-1)}2\,\bar v_{aa}+\sum_{a<b}q_aq_b\,\bar v_{ab},$$

where $\bar v$ is the mean of $J-\delta_{\sigma\sigma'}K$ over all distinct pairs. The many-electron problem has become a two-electron one.

## 3. Angular integrals and two sum rules

With $C_{kq}=\sqrt{4\pi/(2k+1)}\,Y_{kq}$, the repulsion is

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_qC_{kq}^*(1)C_{kq}(2).$$

The angular integrals are the real numbers

$$c^k(lm,l'm')=\int Y_{lm}^*\,C_{k,m-m'}\,Y_{l'm'}\,d\Omega ,$$

and the radial ones are

$$F^k(ab)=\iint P_a^2(r_1)\frac{r_<^k}{r_>^{k+1}}P_b^2(r_2)\,dr_1dr_2,$$
$$G^k(ab)=\iint P_a(r_1)P_b(r_1)\frac{r_<^k}{r_>^{k+1}}P_a(r_2)P_b(r_2)\,dr_1dr_2 .$$

In the Coulomb integral each electron keeps its $m$, so $q=0$. In the exchange integral the two angular factors are complex conjugates of each other, which gives a square:

$$J=\sum_kc^k(lm,lm)\,c^k(l'm',l'm')\,F^k,\qquad K=\sum_k[c^k(lm,l'm')]^2\,G^k .$$

**First sum rule.** A filled set of $m$ is spherical, $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$, and $\int C_{k0}\,d\Omega=4\pi\delta_{k0}$. Therefore

$$\sum_mc^k(lm,lm)=(2l+1)\,\delta_{k0}.$$

**Second sum rule.** Summing the squared exchange integrals over $m'$ is the same as summing over $m'$ and $q$ freely, because the integral vanishes for all other $q$. Write the square as a double integral and apply the addition theorem to both sums, with $\gamma$ the angle between the two directions:

$$\sum_{m'}[c^k(lm,l'm')]^2=\iint Y_{lm}^*(1)Y_{lm}(2)\,P_k(\cos\gamma)\,\frac{2l'+1}{4\pi}P_{l'}(\cos\gamma)\,d\Omega_1d\Omega_2 .$$

Here $P_k$ and $P_{l'}$ are Legendre polynomials. Their product can be expanded as

$$P_kP_{l'}=\sum_L(2L+1)\,W(L,k,l')\,P_L,\qquad W(L,k,l')=\frac12\int_{-1}^1P_LP_kP_{l'}\,dx .$$

This $W$ is the square of the 3j symbol with zero projections. Since $P_L(\cos\gamma)=\frac{4\pi}{2L+1}\sum_MY_{LM}(1)Y_{LM}^*(2)$, orthogonality selects $L=l$, $M=m$. The factors $2l+1$ and $4\pi$ cancel:

$$\sum_{m'}[c^k(lm,l'm')]^2=(2l'+1)\,W(l,k,l').$$

The result does not depend on $m$. By parity, $W$ vanishes unless $l+k+l'$ is even. By orthogonality to polynomials of lower degree, it vanishes unless $|l-l'|\le k\le l+l'$. The program tests both sum rules by quadrature for $l,l'\le3$.

## 4. Pairs in different shells

Sum over all $N_aN_b$ pairs. The direct part has four spin combinations, and the first sum rule leaves $k=0$:

$$4(2l_a+1)(2l_b+1)F^0=N_aN_bF^0 .$$

The exchange part has two spin combinations:

$$2\sum_{mm'}K=2(2l_a+1)(2l_b+1)\sum_kW\,G^k=\tfrac12N_aN_b\sum_kW\,G^k .$$

Dividing by $N_aN_b$ gives

$$\bar v_{ab}=F^0(ab)-\frac12\sum_{k=|l_a-l_b|}^{l_a+l_b}W(l_a,k,l_b)\,G^k(ab),$$

with $k$ in steps of two. For two s shells $W(0,0,0)=1$, and section 1 is recovered. For an s and a p shell $W(0,1,1)=\frac12\int_{-1}^1x^2dx=\frac13$, so $G^1$ has weight $\frac16$. For p and d shells the weights of $G^1$ and $G^3$ are $\frac1{15}$ and $\frac3{70}$.

## 5. Pairs in the same shell

Here a spin-orbital may not be paired with itself. The restriction is easy to handle, because a self-pair has $J_{ii}-K_{ii}=0$ and can be included at no cost. The sum over all $N^2$ ordered pairs follows from section 4 with $G^k(aa)=F^k(aa)$. It has to be divided by the $N(N-1)$ true ordered pairs:

$$\bar v_{aa}=\frac N{N-1}\left[F^0-\frac12\sum_{k=0,2,\dots}^{2l}W(l,k,l)F^k\right].$$

The $k=0$ exchange term contains $W(l,0,l)=\frac12\int P_l^2dx=1/(2l+1)=2/N$. The full coefficient of $F^0$ is thus

$$\frac N{N-1}\left(1-\frac1N\right)=1 .$$

For $k>0$ the prefactor is $N/[2(N-1)]=(2l+1)/(4l+1)$. This gives

$$\bar v_{aa}=F^0(aa)-\frac{2l+1}{4l+1}\sum_{k=2,4,\dots}^{2l}W(l,k,l)\,F^k(aa).$$

Collecting everything,

$$\boxed{\begin{aligned}E_{\rm av}={}&\sum_aq_aI_a+\sum_a\frac{q_a(q_a-1)}2\Big[F^0(aa)-\frac{2l_a+1}{4l_a+1}\sum_{k>0}W(l_a,k,l_a)F^k(aa)\Big]\\&+\sum_{a<b}q_aq_b\Big[F^0(ab)-\frac12\sum_kW(l_a,k,l_b)G^k(ab)\Big]\end{aligned}}$$

The weights per pair, each with a minus sign in the energy, are:

- p shell: $\frac2{25}F^2$
- d shell: $\frac2{63}(F^2+F^4)$
- f shell: $\frac4{195}F^2+\frac2{143}F^4+\frac{100}{5577}F^6$

They do not depend on the occupation $q$. For $q=1$ the shell has no self-repulsion, as it must. For $q=N$ there is one determinant, and the formula is the closed-shell energy.

### Check on p²

The term energies can be found separately. From $C_{20}=(3\cos^2\theta-1)/2$ one gets $c^2(10,10)=\frac25$. The first sum rule and the symmetry $m\to-m$ then give $c^2(11,11)=c^2(1\,{-1},1\,{-1})=-\frac15$. Direct integration gives $[c^2(11,10)]^2=\frac3{25}$. Now pick determinants, writing only the repulsion:

- Both electrons in $m=1$ with opposite spins belong to $^1D$: $E(^1D)=F^0+\frac1{25}F^2$.
- Parallel spins in $m=1$ and $m=0$ belong to $^3P$: $E(^3P)=F^0-\frac2{25}F^2-\frac3{25}F^2=F^0-\frac5{25}F^2$.
- The three determinants with $M_L=M_S=0$ have direct energies adding to $3F^0+\frac{1+1+4}{25}F^2$. This trace equals $E(^1D)+E(^3P)+E(^1S)$, so $E(^1S)=F^0+\frac{10}{25}F^2$.

The weighted mean is

$$F^0+\frac{9(-5)+5(1)+1(10)}{15}\,\frac{F^2}{25}=F^0-\frac2{25}F^2 ,$$

as required. Relative to it, $^3P$, $^1D$ and $^1S$ lie at $-3$, $+3$ and $+12$ times $F^2/25$.

For larger cases the program builds the full determinant Hamiltonians of p², d³, f², p¹d² and s¹d³ with arbitrary radial parameters. It tests that the mean eigenvalue equals the formula.

## 6. Fractional occupation is a different functional

One could instead insert occupations $q/N$ into the closed-shell energy. The interaction between shells is then unchanged, but within a shell one gets $\frac12q^2B$, with $B=F^0-\frac12\sum_{k\ge0}W F^k$. The average energy has $\frac12q(q-1)\frac N{N-1}B$. The excess is

$$\frac q2\,\frac{q(N-1)-(q-1)N}{N-1}\,B=\frac{q(N-q)}{2(N-1)}\,B .$$

It vanishes for empty and full shells. In between it comes from a wrong pair count: each pair of spin-orbitals is weighted by $(q/N)^2$ instead of its true frequency $q(q-1)/[N(N-1)]$. For $q=1$ the excess equals $B/2$ and is pure self-interaction, since a single electron has nothing to repel it.

## 7. Which orbitals?

The formula holds for any radial functions. For reference data they are chosen to make $E_{\rm av}$ stationary. Let $D_a=\frac1{2l_a+1}\sum_m|am\rangle\langle am|$, and let $\mathcal G[D]=\mathcal J[D]-\frac12\mathcal K[D]$ be the Coulomb operator minus half the exchange operator of this density. Then

$$E_{\rm av}=\sum_aq_a{\rm Tr}\,hD_a+\frac12\sum_{ab}w_{ab}{\rm Tr}\,D_a\mathcal G[D_b],$$

with $w_{ab}=q_aq_b$ for $a\ne b$ and $w_{aa}=q_a(q_a-1)N_a/(N_a-1)$. The form is symmetric in $a$ and $b$, so its variation is

$$\delta E_{\rm av}=\sum_a{\rm Tr}\,f_a\,\delta D_a,\qquad f_a=q_ah+\sum_bw_{ab}\,\mathcal G[D_b].$$

Every $D_b$ is spherically symmetric, and so is $f_a$. Its matrix elements between orbitals of equal $l$ and $m$ therefore do not depend on $m$, and the label $m$ can be dropped. Mixing $a$ with an empty orbital $v$ of the same $l$ gives $\langle v|f_a|a\rangle=0$. Rotating two occupied shells of equal $l$ by $\theta$ changes $D_a$, to first order, by $\frac{\theta}{2l+1}\sum_m(|bm\rangle\langle am|+|am\rangle\langle bm|)$ and $D_b$ by the opposite amount. Then $\delta E_{\rm av}=2\theta\,\langle a|f_a-f_b|b\rangle$, hence

$$\langle a|f_a-f_b|b\rangle=0 .$$

If both shells are full, $w_{aa}=w_{ab}=w_{bb}=N^2$, so $f_a=f_b$ and the condition is empty. For 1s²2s¹ it is a real condition.

These orbitals are a compromise between the terms. In p² each term occurs once, and optimizing its own orbitals can lower its energy or leave it unchanged. The mean of separately optimized terms therefore cannot lie above $E_{\rm av}$.

## 8. Carbon

I treat carbon by configuration-average Hartree–Fock in a basis of 14 s and 9 p Gaussian exponents. Electron correlation, relativity and the remaining basis error are left out. Six decimals are kept below so that the sums can be followed, not as a claim of physical accuracy. A near-complete basis lowers every total energy quoted here by about $0.0004$ hartree (to $-37.6597$ for the ground configuration) and changes $F^2$ of the 2p shell by about $6\times10^{-6}$. All energies are in hartree.

Since 1s and 2s are both full, rotating them into each other leaves $E_{\rm av}$ unchanged but alters the separate integrals that involve them. The values below belong to the 1s and 2s orbitals that diagonalize their common operator $f_a=f_b$. For 1s²2s²2p² the one-electron part is

$$2(-17.934550-3.846841-3.420574)=-50.403930 .$$

The pairs contribute:

- 1s²: $F^0=3.509269$
- 2s²: $F^0=0.574119$
- 2p²: $0.530825-\frac2{25}(0.238700)=0.511729$
- 1s–2s: $4\,[0.812217-\frac12(0.051601)]=3.145666$
- 1s–2p: $4\,[0.767681-\frac16(0.063725)]=3.028241$
- 2s–2p: $4\,[0.550664-\frac16(0.340529)]=1.975637$

They add to $12.744661$, so $E_{\rm av}=-37.659269$. The program prints $-37.659267$; the difference is rounding of the inputs. The mean over the 15 explicit determinants, computed from Gaussian integrals without the angular weights, is also $-37.659267$.

The splitting unit is $F^2/25=0.009548$. The levels lie at $-0.028644$ (degeneracy 9), $+0.028644$ (5) and $+0.114576$ (1) from the average, in the ratio $-3:3:12$.

The fractional-occupation excess has the factor $2\cdot4/(2\cdot5)=0.8$ and

$$B=\tfrac56(0.530825)-\tfrac1{15}(0.238700)=0.426441 ,$$

which gives $0.341153$. This value is taken with the orbitals that make $E_{\rm av}$ stationary; letting the fractional functional optimize its own orbitals can only lower it, here to about $0.316$. It is of the same size as the average excitation energy found below, so the two functionals must not be confused.

## 9. From averages to reference data

The valence energy of a configuration is the average energy minus that of the bare core ion, here C⁴⁺ 1s² with $-32.3608$:

- C 2s²2p²: $-37.6593+32.3608=-5.2985$
- C 2s¹2p³: $-37.3369+32.3608=-4.9761$
- C⁺ 2s²2p¹: $-37.2918+32.3608=-4.9310$

Most of the basis error of about $0.0004$ hartree cancels in these differences: a near-complete basis lowers the valence energies by about $0.00005$ hartree, which can change the last digit shown. The core orbitals are optimized anew in each configuration. The valence energy thus includes the core–valence interaction and the relaxation of the core.

An energy-consistent potential is adjusted until valence-only calculations reproduce such a set of numbers. Those calculations use the boxed formula with valence shells alone. The weights carry over because a spin-free semilocal potential acts alike on all $m$ of a given $l$, so $I_a$ is still common to the shell. The integrals are now those of the pseudo-orbitals, and they need not equal the all-electron ones. If all reference energies are shifted by one constant, their differences stay the same:

- excitation to 2s¹2p³: $0.3223$ hartree, or $8.77$ eV (from the unrounded energies; the four-decimal values above give $0.3224$)
- ionization to C⁺ 2s²2p¹: $0.3675$ hartree, or $10.00$ eV

These are differences of averages, not of states. The configuration 2s¹2p³ has six levels, from $0.2551$ below its average to $0.2268$ above. These levels use the average orbitals of the configuration, not orbitals optimized for each term, which would shift them. Between the lowest such levels of the two configurations the gap is $-37.5920+37.6879=0.0959$ hartree, less than a third of the average excitation energy. With orbitals optimized separately for the two lowest terms the gap is $0.0894$ hartree. A potential fitted to averages must therefore be compared with averages. Whether it also reproduces the splittings depends on the $F^k$ and $G^k$ of its pseudo-orbitals, which the averages constrain only in combination.

The derivation assumed one radial function per $nl$ shell. In a four-component treatment the $j=l\pm\frac12$ spinors have different radial functions, and the counting must be redone for separate $j$ shells. Mixing between configurations is also outside the formula, since the trace was taken within one configuration.

## Table of computed values

```
p shell, weights of -F^k per pair: k=2: 2/25
d shell, weights of -F^k per pair: k=2: 2/63, k=4: 2/63
f shell, weights of -F^k per pair: k=2: 4/195, k=4: 2/143, k=6: 100/5577
s-s shells, weights of -G^k per pair: k=0: 1/2
s-p shells, weights of -G^k per pair: k=1: 1/6
s-d shells, weights of -G^k per pair: k=2: 1/10
p-p shells, weights of -G^k per pair: k=0: 1/6, k=2: 1/15
p-d shells, weights of -G^k per pair: k=1: 1/15, k=3: 3/70
d-d shells, weights of -G^k per pair: k=0: 1/10, k=2: 1/35, k=4: 1/35
largest sum-rule error: 2.8e-15
model p2: 15 determinants, |mean - formula| = 0.0e+00 hartree
model d3: 120 determinants, |mean - formula| = 1.8e-15 hartree
model f2: 91 determinants, |mean - formula| = 4.4e-16 hartree
model p1 d2: 270 determinants, |mean - formula| = 4.4e-16 hartree
model s1 d3: 240 determinants, |mean - formula| = 0.0e+00 hartree
carbon basis: 14 s and 9 p Gaussian exponents
C 2s2 2p2, radial integrals in hartree:
  I(1s) = -17.934550
  I(2s) = -3.846841
  I(2p) = -3.420574
  F0(1s,1s) = 3.509269, F0(1s,2s) = 0.812217, F0(1s,2p) = 0.767681
  F0(2s,2s) = 0.574119, F0(2s,2p) = 0.550664
  F0(2p,2p) = 0.530825
  F2(2p,2p) = 0.238700
  G0(1s,2s) = 0.051601
  G1(1s,2p) = 0.063725, G1(2s,2p) = 0.340529
C 2s2 2p2: E_av formula -37.659267, determinants -37.659267 hartree, -V/T = 2.000029
C 2s1 2p3: E_av formula -37.336931, determinants -37.336931 hartree, -V/T = 2.000030
C+ 2s2 2p1: E_av formula -37.291777, determinants -37.291777 hartree, -V/T = 2.000027
C4+ 1s2: E_av formula -32.360806, determinants -32.360806 hartree, -V/T = 2.000029
largest difference formula/determinants/SCF: 4.7e-09 hartree
C 2s2 2p2 level: -37.687910 hartree, degeneracy 9, from average -0.028644 hartree
C 2s2 2p2 level: -37.630623 hartree, degeneracy 5, from average +0.028644 hartree
C 2s2 2p2 level: -37.544691 hartree, degeneracy 1, from average +0.114576 hartree
C 2s1 2p3 level: -37.592046 hartree, degeneracy 5, from average -0.255115 hartree
C 2s1 2p3 level: -37.393665 hartree, degeneracy 15, from average -0.056733 hartree
C 2s1 2p3 level: -37.337055 hartree, degeneracy 9, from average -0.000123 hartree
C 2s1 2p3 level: -37.166732 hartree, degeneracy 5, from average +0.170200 hartree
C 2s1 2p3 level: -37.138180 hartree, degeneracy 3, from average +0.198751 hartree
C 2s1 2p3 level: -37.110122 hartree, degeneracy 3, from average +0.226810 hartree
2s1 2p3 energy slope, 1s-2s rotation: 3.5e-09 hartree/rad
2s1 2p3 energy slope, 2p-virtual rotation: -8.9e-07 hartree/rad
fractional-occupation excess, C 2s2 2p2: 0.341153 hartree
valence energy C 2s2 2p2: -5.298460 hartree
valence energy C 2s1 2p3: -4.976125 hartree
valence energy C+ 2s2 2p1: -4.930971 hartree
average excitation to 2s1 2p3: 0.322335 hartree = 8.771 eV
average ionization to C+ 2s2 2p1: 0.367489 hartree = 10.000 eV
```
